# Positive surface energy can coexist with an expanded small crystal

Suppose that the properties of a hafnia grain of radius 5 nm are to be computed with a periodic bulk cell, and that the cell must first be given the lattice parameter of the grain. Should it be compressed or stretched? If the surface energy \(\gamma=1.06\ \mathrm{J/m^2}\) is put into the droplet formula \(p=2\gamma/R\), the answer is a pressure of \(+0.42\) GPa and, for a bulk modulus of 200 GPa, a linear contraction of 0.071 %. The formula is right for a liquid. For a crystal the quantity that belongs there is the surface stress \(f\), and a positive \(\gamma\) does not fix its sign. With \(f=-1.09\ \mathrm{J/m^2}\) the same grain is under tension and its lattice is expanded by 0.073 %.

Below, positive pressure means compression and positive strain means expansion, measured from the unstressed bulk crystal at the same temperature.

## Two ways to make surface

Area can be added by bringing more atoms to the surface at fixed atomic spacing. The cost per unit of actual area is \(\gamma\). Area can also be gained by stretching the surface that is already there, at a fixed number of surface atoms. Let both in-plane directions be stretched by \(\varepsilon\), so that a reference area \(A_0\) becomes \(A_0(1+\varepsilon)^2\). The surface energy is then

\[
A_0\Gamma(\varepsilon),\qquad \Gamma(\varepsilon)=(1+\varepsilon)^2\gamma(\varepsilon).
\]

An isotropic surface stress \(f\) does work \(f\,d\varepsilon\) per unit area along each of the two axes, hence \(d\Gamma=2f\,d\varepsilon\). Differentiating the product at \(\varepsilon=0\) gives \(2f=2\gamma+d\gamma/d\varepsilon\), or

\[
f=\gamma+\frac12\frac{d\gamma}{d\varepsilon}.
\]

This is the Shuttleworth relation for equal biaxial strain. In a liquid, atoms flow to the surface as it is extended, its structure stays the same, \(d\gamma/d\varepsilon=0\) and \(f=\gamma\). In a crystal the derivative remains, and \(f\) is negative whenever \(d\gamma/d\varepsilon<-2\gamma\).

## A crystal with \(\gamma>0\) and \(f<0\)

Take a simple cubic lattice of spacing \(a\) with a fixed network of bonds: nearest neighbours (type 1, length \(a\)) and face diagonals (type 2, length \(\sqrt2\,a\)). Near its bulk length \(\ell_i\) a bond has the energy

\[
\phi_i(\ell)=-e_i+t_i(\ell-\ell_i)+\tfrac12k_i(\ell-\ell_i)^2 ,
\]

and a cut bond has energy zero. A positive \(t_i\) is a tension: the bond pulls its ends together.

**Bulk.** Each atom owns 3 nearest and 6 diagonal bonds, since every bond is shared by two atoms. Under a uniform dilation all lengths become \(\ell_i(1+\varepsilon)\), and the energy per atom has the first derivative

\[
3t_1a+6t_2\sqrt2\,a=0\quad\Rightarrow\quad t_1=-2\sqrt2\,t_2 .
\]

It must vanish because the bulk is unstressed; by cubic symmetry the stress is isotropic, so this one condition suffices. Stretched diagonals are held open by compressed nearest bonds. The second derivative is \(3k_1a^2+6k_2(2a^2)\). In a continuum the volume strain is \(3\varepsilon\), the energy per atom is \(\tfrac12K(3\varepsilon)^2a^3\), and its second derivative is \(9Ka^3\). Equating the two,

\[
K=\frac{k_1+4k_2}{3a}.
\]

**Surface energy.** Cutting the crystal between two (100) layers breaks, per surface atom, one normal bond and four diagonals. Two surfaces appear, so

\[
\gamma=\frac{e_1+4e_2}{2a^2}.
\]

**Surface stress.** Let the in-plane spacing be \(b=a(1+\varepsilon)\) and the layer spacing \(h\). The bonds across one gap have, per surface atom, the energy

\[
w(b,h)=\phi_1(h)+4\phi_2\!\left(\sqrt{b^2+h^2}\right).
\]

Let \(s(b)\) be the energy per atom of the bonds within a layer. A slab of \(N\) layers has the energy \(Ns+(N-1)w\) per column of atoms, and \(N\) layers of equally stretched bulk have \(N(s+w)\). The excess is \(-w\), shared by two faces:

\[
a^2\Gamma(\varepsilon)=-\tfrac12\,w(b,h^*),
\]

where \(h^*\) minimizes \(w\). Each gap can be relaxed separately, so \(h^*\) is the same in slab and bulk. At \(b=a\) the condition for the minimum is

\[
\left.\frac{\partial w}{\partial h}\right|_{h=a}=t_1+\frac{4t_2}{\sqrt2}=t_1+2\sqrt2\,t_2=0 ,
\]

which the bulk balance already satisfies. The unstrained face therefore does not relax at all. Because \(\partial w/\partial h=0\), the change of \(h^*\) with strain does not enter the first derivative of \(\Gamma\), and

\[
a^2\frac{d\Gamma}{d\varepsilon}=-\frac a2\frac{\partial w}{\partial b}
=-\frac a2\cdot\frac{4t_2}{\sqrt2}=-\sqrt2\,t_2a .
\]

Setting \(d\Gamma/d\varepsilon=2f\),

\[
f=-\frac{t_2}{\sqrt2\,a}.
\]

The bond energies \(e_i\) determine \(\gamma\), the bond tensions determine \(f\), and the two sets are independent. The mechanism is visible in the bonds. In the bulk, the diagonals that cross from layer to layer pull each layer together in its plane and balance the net push of the bonds within it. A surface layer has lost the crossing diagonals on one side, and the push is left over.

**Numbers.** Take \(a=0.325\) nm, \(e_1=0.80\) eV, \(e_2=0.15\) eV, \(k_1=k_2=39\) N/m and \(t_2=0.50\) nN, hence \(t_1=-1.41\) nN. Then

\[
K=\frac{5\times39\ \mathrm{N/m}}{3\times0.325\ \mathrm{nm}}=200\ \mathrm{GPa},
\]

\[
\gamma=\frac{(0.80+0.60)\ \mathrm{eV}}{2(0.325\ \mathrm{nm})^2}=1.062\ \mathrm{J/m^2},
\]

\[
f=-\frac{0.50\ \mathrm{nN}}{1.414\times0.325\ \mathrm{nm}}=-1.088\ \mathrm{J/m^2}.
\]

A slab whose layers were relaxed numerically at small positive and negative strains gives \(d\gamma/d\varepsilon=-4.30\ \mathrm{J/m^2}\). This lies below the threshold \(-2\gamma=-2.12\ \mathrm{J/m^2}\), and it returns \(f=1.062-2.150=-1.088\ \mathrm{J/m^2}\). Reversing the sign of \(t_2\), with \(t_1\) following, reverses \(f\); setting it to zero gives \(f=0\). The surface energy is the same in all three cases.

**Small cubes.** Cubes of \(n^3\) atoms were cut from this crystal and all atoms relaxed. The mean strain, taken from the average distance between opposite faces, is compared with the law \(-4f/(3KL)\), \(L=na\), which is proved in the next section.

| \(n\) | relaxed cube | size law |
|---|---|---|
| 8 | 0.343 % | 0.279 % |
| 12 | 0.217 % | 0.186 % |
| 16 | 0.158 % | 0.139 % |
| 22 | 0.112 % | 0.101 % |

Every cube expands. The excess over the law falls from 23 % to 10 % of the law's value. Extrapolated to large \(n\) with an assumed correction made of \((\ln n)/n\) and \(1/n\) terms, the ratio of the two columns tends to 1.01. This supports the law as the large-size limit. The size and even the sign of the finite-size correction depend on the definitions: with \(L=(n-1)a\) the excess runs from 8 % to 5 %, and if the atoms on the rim of a face are given half weight, as an area average requires, the strain lies 8 % to 6 % below the law. The strain is not uniform either: at the centre of the largest cube it is 0.074 %, against the mean of 0.112 %.

With \(t_2\) reversed the cube with \(n=12\) contracts by 0.217 %, and with \(t_2=0\) it keeps the bulk spacing. Positive \(\gamma\) alone produces no strain here. The expanded state is also stable: for \(n=5\), apart from the six rigid motions, the smallest eigenvalue of the force-constant matrix is \(+10.3\) N/m. This establishes a local minimum for the given bond network; it says nothing about rearrangements that change the network.

## The general statement and its proof

Consider a free crystal of volume \(V\) and area \(A\) with uniform, isotropic surface stress \(f\). To first order in the strain, and with edge energies neglected,

\[
\langle p\rangle=\frac{2fA}{3V},\qquad
\langle\varepsilon\rangle=-\frac{2fA}{9KV},
\]

where the second equation holds for any shape if the elasticity is isotropic or cubic (for a sphere, whose stress is hydrostatic, it holds in any crystal if \(K\) is the bulk modulus under hydrostatic pressure) and \(\langle\varepsilon\rangle\) is one third of the mean volume strain.

For the proof, let the body in equilibrium undergo a small additional displacement \(\delta\mathbf u=\eta\,\mathbf x\). Its energy must be stationary. The added strain is \(\eta\,\delta_{ij}\), so the bulk energy changes by \(\eta\int\mathrm{tr}\,\sigma\,dV\), with \(\sigma\) the stress, positive in tension. Every surface element is stretched by \(\eta\) along both its axes, so the surface energy changes by \(2\eta fA\). Hence

\[
\int\mathrm{tr}\,\sigma\,dV+2fA=0 .
\]

With \(p=-\tfrac13\mathrm{tr}\,\sigma\), division by \(-3V\) gives the mean pressure. No shape and no elastic law has been used. In a cubic crystal, adding the three normal stresses gives \(\mathrm{tr}\,\sigma=(C_{11}+2C_{12})\,\mathrm{tr}\,\varepsilon=3K\,\mathrm{tr}\,\varepsilon\), and the isotropic case is included. Thus \(\langle\mathrm{tr}\,\varepsilon\rangle=-2fA/(3KV)\), and one third of this is \(\langle\varepsilon\rangle\). If \(f\) differs from facet to facet, \(fA\) is replaced by the sum of \(f\) times area over the facets.

For a cube \(A/V=6/L\), which gives \(-4f/(3KL)\). For a sphere \(A/V=3/R\), so

\[
p=\frac{2f}{R},\qquad \varepsilon=-\frac{2f}{3KR}.
\]

A wide free plate of thickness \(h\) shows what the mean can hide. Force balance across a section, \(\sigma h+2f=0\), gives the in-plane stress \(\sigma=-2f/h\). For isotropic elasticity with Young modulus \(Y\) and Poisson ratio \(\nu\), the in-plane strain is \((1-\nu)\sigma/Y\) and the thickness strain \(-2\nu\sigma/Y\). With \(f<0\) and \(\nu>0\) the plate widens and becomes thinner, while its volume grows if \(\nu<\tfrac12\).

Why does stability demand a positive \(\gamma\) but not a positive \(f\)? With \(\gamma<0\) the crystal would gain energy by splitting, again and again, and no bulk term opposes this. A negative \(f\) rewards stretching, but the gain is linear in \(\varepsilon\) while the elastic cost is quadratic, so the crystal stops at a small finite strain.

## The sphere, free and embedded

For an isotropic sphere the strain is uniform. Let \(u(r)\) be the radial displacement, with strains \(u'\), \(u/r\), \(u/r\) and volume strain \(\theta=u'+2u/r\). With shear modulus \(G\) the energy is

\[
U=\int_0^R\!4\pi r^2\!\left[\frac K2\theta^2+\frac{2G}{3}\Big(u'-\frac ur\Big)^2\right]dr+8\pi Rf\,u(R).
\]

The last term is \(2f\) times the area \(4\pi R^2\) times the surface strain \(u(R)/R\). Since \(r^2\theta=(r^2u)'\), the integral of \(r^2\theta\) is \(R^2u(R)\). The Cauchy–Schwarz inequality then gives

\[
\int_0^R r^2\theta^2dr\ \ge\ \frac{[R^2u(R)]^2}{R^3/3}=3R\,u(R)^2 ,
\]

with equality for constant \(\theta\). A displacement that is regular at the centre and has constant \(\theta\) is \(u=\theta r/3\), and for it the shear term also vanishes. Both terms are thus smallest together, and there remains

\[
U=6\pi KR\,u(R)^2+8\pi Rf\,u(R).
\]

Setting the derivative to zero gives \(u(R)=-2f/(3K)\), so that \(u(R)/R\) is the strain found above, whatever the shear modulus. Inserting it,

\[
U_{\min}=-\frac{8\pi Rf^2}{3K}=-\frac{2f^2V}{KR^2}.
\]

For \(R=5\) nm, \(p=2(-1.088)/5=-0.435\) GPa and \(\varepsilon=2(1.088)/(3\times200\times5)=0.073\) %. These numbers assign the (100) value of \(f\) to the whole surface. A sphere cut from the lattice model would expose other faces with other surface stresses, so they illustrate the formula and do not predict the strain of such a sphere.

Now bond the sphere to a large matrix of shear modulus \(G_m\) that is stress-free before \(f\) acts. The decaying equilibrium displacement outside is \(u=u(R)R^2/r^2\). It has \(\theta=0\) and \(u'-u/r=-3u(R)R^2/r^3\), so its energy is

\[
\int_R^\infty4\pi r^2\,\frac{2G_m}{3}\,\frac{9u(R)^2R^4}{r^6}\,dr=8\pi G_mR\,u(R)^2 .
\]

Adding this to \(U\) and minimizing again,

\[
\varepsilon=-\frac{2f}{R(3K+4G_m)} .
\]

Here \(f\) is the stress of the interface, which need not equal that of the free surface. If it is held at the same value and \(G_m=150\) GPa, the strain is halved, to 0.036 %.

The first-order treatment ignores the curvature \(\Gamma''\) of the surface energy with strain. It changes the stiffness \(9KV\) against dilation to \(9KV+A\Gamma''\), a relative change of \(\Gamma''/(3KR)\) for the sphere. In a dilated sphere the layer spacing is stretched along with the surface. For (100) faces of the lattice model, setting \(b=h=a(1+\varepsilon)\) in \(-w/(2a^2)\) gives \(\Gamma''=-(k_1+8k_2)/2=-175\ \mathrm{J/m^2}\), and the change is about \(-6\) % at 5 nm. It grows as \(1/R\). The value presumes that the volume is counted as \(a^3\) per atom; if \(R\) is measured to the outermost atomic layer, \(\Gamma''\) gains \(9Ka/2\) and becomes \(+117\ \mathrm{J/m^2}\). The flat slab, whose layer spacing is free to relax, has a much smaller curvature; the \(-0.5\) % that follows from it in the output does not apply to dilation.

## Which pressure enters the phase balance

The polar orthorhombic phase of hafnia is denser than the monoclinic one. It is tempting to conclude that a grain under tension disfavours it by \((2f/R)\Delta v\) per formula unit, where \(\Delta v\) is the volume per formula unit of the polar phase minus that of the monoclinic phase. Whether this is right depends on what the two surfaces have in common. The balance contains the difference of \(\gamma A\) between the phases. If the two values of \(\gamma\) are equal, the tempting formula has the wrong sign; the end of this section shows a case in which it is correct.

Compare two spherical grains with the same number of formula units, one in each phase, with equal \(\gamma\), \(f\) and \(K\). The energy of each is its bulk energy, plus \(\gamma A\) with the area of its own unstressed lattice, plus \(U_{\min}\). From \(dA=8\pi R\,dR\) and \(dV=4\pi R^2dR\) one has \(dA/dV=2/R\). To first order in \(\Delta v\), and leaving out the much smaller change of \(U_{\min}\), the surface contribution to the energy difference per formula unit is therefore

\[
\Delta g=\frac{2\gamma}{R}\,\Delta v .
\]

Under the assumption of equal \(\gamma\), one unstressed lattice is replaced by another and the surface is charged at the same \(\gamma\) per actual area. The surface stress enters through \(U_{\min}\), which is second order in \(f\).

With volumes of 0.0350 and 0.0335 nm³, chosen for illustration, \(\Delta v=-0.0015\) nm³ and \(\Delta g=-4.0\) meV: the denser phase is favoured, although the grain is expanded. Direct minimization of both grain energies gives \(-4.0\) meV for \(f=-1.088\) and for \(f=+1.088\ \mathrm{J/m^2}\) alike. The formula with \(f\) gives \(+4.1\) meV, which is wrong for two phases of equal \(\gamma\). The relaxation energy is 0.10 meV per formula unit and nearly cancels between the phases. A pressure \(P\) applied from outside is a different matter: it does the work \(P\Delta v\), and that term belongs in the balance.

Equal \(\gamma\) is a strong condition. A difference \(\Delta\gamma\) adds \(4\pi R^2\Delta\gamma\) per grain, which is \(3v\Delta\gamma/R\) per formula unit. For \(\Delta\gamma=0.1\ \mathrm{J/m^2}\) this is 13 meV, three times the volume term. A displacive transformation that keeps the surface atoms and their bonds can produce such a difference by itself. In the bond model, let all bond lengths change by \(\varepsilon_T=\Delta v/(3v)=-1.4\) % at unchanged tensions, so that each bond energy shifts by \(t_i\ell_i\varepsilon_T\). The bulk energy is unchanged, \(\Gamma\) shifts by \(2f\varepsilon_T\), and \(\Delta\gamma=2(f-\gamma)\varepsilon_T\approx+0.06\ \mathrm{J/m^2}\). The added term is \(2(f-\gamma)\Delta v/R\), and the sum is \((2f/R)\Delta v=+4.1\) meV. The sign of the surface contribution is therefore not fixed by \(\Delta v\); it has to come from the surface energy computed for each phase.

## Beside real hafnia capacitors

The stiffness, formula volume, grain size and surface energy used here are roughly those of hafnia; the bond model is not hafnia, and its negative \(f\) is a supposition. The real value depends on facet and termination and has to be computed for each. Monoclinic hafnia is also elastically anisotropic. The mean-pressure law survives, and so does the mean strain of a sphere with uniform \(f\); for flat or elongated grains the strain law becomes an estimate. The single lattice parameters need the full compliance tensor, and one of them may move opposite to the mean. If one third of the surface had \(f=+\gamma\) instead, the expansion would drop from 0.073 % to 0.025 %.

The assumption that a capacitor breaks most plainly is that of a free grain. In the example of the embedded sphere, with \(f\) unchanged, clamping halves the strain. In a film that contracts more than its substrate, a thermal expansion mismatch of roughly \(3\times10^{-6}\) per kelvin over 500 K of cooling produces an in-plane strain of 0.15 %. The film becomes thinner at the same time, so for a Poisson ratio of 0.3 the mean linear strain is about 0.06 %, comparable to the free-grain effect. One oxygen vacancy per hundred formula units, each supposed to add 0.005 nm³, gives 0.048 %. An expanded lattice is therefore no proof of negative surface stress.

The phase balance has a rival too. In a uniformly polarized sphere with relative background permittivity \(\epsilon_r\), surrounded by vacuum, the depolarizing field is \(-P_s/[\epsilon_0(\epsilon_r+2)]\), and the energy density \(P_s^2/[2\epsilon_0(\epsilon_r+2)]\). For a rough \(P_s=20\ \mathrm{\mu C/cm^2}\) and \(\epsilon_r=30\) this would cost the polar phase 15 meV per formula unit if no charge screened it. Such a state is a limiting case, not one a real grain could keep: the field would be 7 MV/cm, above the usual coercive and breakdown fields of hafnia films, and the voltage across a grain 10 nm wide would be 7 V, more than the band gap supports. The polarization would shrink, split into domains or draw in charge, and the cost would fall. Electrodes supply screening charge and reduce it as well.

For the calculation posed at the start, the lattice parameter of a free grain is estimated from \(K\) and the surface stress of each facet, obtained by straining a slab in its plane, relaxing its atoms and subtracting equally strained bulk. If the grain is free and has no depolarizing field, the energy of each phase is its bulk energy plus its own \(\gamma A\), apart from the small relaxation energy. A grain that transforms inside a stiff matrix also pays elastic energy for its change of volume and shape, and this must be added before the phases of a clamped grain are compared. The numerical output below lists the main values used.

## Values computed for the example and the checks

```
LATTICE MODEL
spacing a: 0.325 nm
bond energy e1: 0.8 eV
bond energy e2: 0.15 eV
bond stiffness k1 = k2: 39 N/m
diagonal bond tension t2: 0.5 nN
nearest bond tension t1: -1.414 nN
bulk modulus K: 200 GPa
surface energy, slab: 1.062 J/m^2
strain derivative of gamma, slab: -4.299 J/m^2
surface stress f, slab: -1.088 J/m^2
surface stress f, formula: -1.088 J/m^2
f with t2 = 0, slab: 0 J/m^2
f with t2 reversed, slab: 1.088 J/m^2
RELAXED CUBES, mean linear strain
n=8: 0.3427 %, size law 0.2789 %
n=12: 0.2165 %, size law 0.1860 %
n=16: 0.1577 %, size law 0.1395 %
n=22: 0.1117 %, size law 0.1014 %
core strain of largest cube: 0.07355 %
strain/size law, extrapolated: 1.01
n=12 strain, t2 reversed: -0.2172 %
n=12 strain, t2 = 0: 0 %
n=5 lowest internal stiffness: 10.28 N/m
GRAIN
radius R: 5 nm
pressure 2f/R: -0.4351 GPa
linear strain: 0.07252 %
liquid-like guess 2 gamma/R: 0.4247 GPa
strain from that guess: -0.07079 %
PHASE BALANCE, per formula unit, polar minus monoclinic
volume, monoclinic: 0.035 nm^3
volume, polar: 0.0335 nm^3
shift, minimized, f negative: -4.004 meV
shift, minimized, f positive: -4.004 meV
shift, first-order formula: -3.976 meV
mistaken shift from 2f/R: 4.074 meV
relaxation energy: 0.1034 meV
NEGLECTED EFFECTS
surface elasticity, relative: -0.5322 %
strain if 1/3 of area has f=gamma: 0.02475 %
matrix shear modulus: 150 GPa
strain in that matrix: 0.03626 %
expansion mismatch: 3e-06 1/K
cooling: 500 K
thermal mismatch strain: 0.15 %
vacancies per formula unit: 0.01
volume change per vacancy: 0.005 nm^3
vacancy strain: 0.04762 %
gamma difference of phases: 0.1 J/m^2
its energy: 13.11 meV
polarization: 20 uC/cm^2
relative permittivity: 30
unscreened depolarization energy: 14.76 meV
```
